# Why CASSCF Can Stall When an Active Occupation Nears Two or Zero: verification in Python

```python
"""
Result under test: for a CASSCF state Psi with inactive orbital i, active
natural orbitals t (nearly full) and u (nearly empty), and virtual orbital a,
  |E_ti Psi|^2 = 2 - n_t,      |E_au Psi|^2 = n_u,
  curvature at fixed CI = 2 * metric * omega + 2 * W,
where omega is the mean excitation energy of the singly replaced function
and W = <Psi|H E_ti^2|Psi> (or E_au^2) is the pair term.  At a minimum of a
two-configuration state the curvature is of the order of the metric, so
steps of uniform length need a number of iterations growing as 1/metric.
Model: four sites, four electrons, on-site repulsion U; energies are in
units of the hopping of the weaker dimer.  Orbital order: i, t, u, a.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import expm

N_ORB = 4
STRINGS = list(combinations(range(N_ORB), 2))
N_STR = len(STRINGS)
N_DET = N_STR ** 2


def string_operator(p, q):
    """Matrix of creation(p) annihilation(q) for two electrons of one spin."""
    matrix = np.zeros((N_STR, N_STR))
    for col, occupied in enumerate(STRINGS):
        if q not in occupied:
            continue
        rest = [r for r in occupied if r != q]
        if p in rest:
            continue
        new = sorted(rest + [p])
        sign = (-1) ** (occupied.index(q) + new.index(p))
        matrix[STRINGS.index(tuple(new)), col] = sign
    return matrix


EX = np.zeros((N_ORB, N_ORB, N_DET, N_DET))
for p in range(N_ORB):
    for q in range(N_ORB):
        s = string_operator(p, q)
        EX[p, q] = np.kron(s, np.eye(N_STR)) + np.kron(np.eye(N_STR), s)

TWO = np.zeros((N_ORB,) * 4 + (N_DET, N_DET))
for p in range(N_ORB):
    for q in range(N_ORB):
        for r in range(N_ORB):
            for s in range(N_ORB):
                TWO[p, q, r, s] = 0.5 * EX[p, q] @ EX[r, s]
                if q == r:
                    TWO[p, q, r, s] -= 0.5 * EX[p, s]
ONE_FLAT = EX.reshape(N_ORB ** 2, -1)
TWO_FLAT = TWO.reshape(N_ORB ** 4, -1)

# Rotations t-i, a-u, u-i, a-t, a-i
PAIRS = [(1, 0), (3, 2), (2, 0), (3, 1), (3, 0)]
ROT = np.array([EX[p, q] - EX[q, p] for p, q in PAIRS])


def determinant_list(allowed):
    idx = [STRINGS.index(x) for x in allowed]
    return np.array([a * N_STR + b for a in idx for b in idx])


CAS22 = determinant_list([(0, 1), (0, 2)])
CAS23 = determinant_list([(0, 1), (0, 2), (0, 3)])
DET_T = STRINGS.index((0, 1)) * (N_STR + 1)
DET_U = STRINGS.index((0, 2)) * (N_STR + 1)


def hamiltonian(C, one_body, U):
    h = C.T @ one_body @ C
    pair = np.einsum('xp,xq->xpq', C, C).reshape(N_ORB, -1)
    g = U * pair.T @ pair
    H = (h.ravel() @ ONE_FLAT + g.ravel() @ TWO_FLAT).reshape(N_DET, N_DET)
    return H, g.reshape((N_ORB,) * 4)


def solve_ci(H, dets):
    energies, small = np.linalg.eigh(H[np.ix_(dets, dets)])
    vectors = np.zeros((N_DET, len(dets)))
    vectors[dets] = small
    return energies, vectors


def cas_point(C, one_body, U):
    """Solve the CAS(2,2) problem in its natural orbitals."""
    H, g = hamiltonian(C, one_body, U)
    energies, vectors = solve_ci(H, CAS22)
    psi = vectors[:, 0]
    D = np.array([[psi @ EX[p, q] @ psi for q in (1, 2)] for p in (1, 2)])
    nat = np.linalg.eigh(0.5 * (D + D.T))[1][:, ::-1]
    C = C.copy()
    C[:, 1:3] = C[:, 1:3] @ nat
    H, g = hamiltonian(C, one_body, U)
    energies, vectors = solve_ci(H, CAS22)
    return C, H, g, energies, vectors


def rotate(C, kappa):
    A = np.zeros((N_ORB, N_ORB))
    for value, (p, q) in zip(kappa, PAIRS):
        A[p, q] += value
        A[q, p] -= value
    return C @ expm(A)


def gradient(H, psi):
    return 2 * (ROT @ psi) @ (H @ psi)


def hessians(H, energies, vectors):
    """Orbital Hessian at fixed CI and with the CI response included."""
    psi = vectors[:, 0]
    V = (ROT @ psi).T
    L = (ROT @ (H @ psi)).T
    T = -L.T @ V
    fixed = 2 * V.T @ H @ V + T + T.T
    B = 2 * (H @ V - L).T @ vectors[:, 1:]
    relaxed = fixed - (B / (2 * (energies[1:] - energies[0]))) @ B.T
    return fixed, relaxed


def find_minimum(C, one_body, U):
    for _ in range(300):
        C, H, g, energies, vectors = cas_point(C, one_body, U)
        grad = gradient(H, vectors[:, 0])
        w, Q = np.linalg.eigh(hessians(H, energies, vectors)[1])
        if np.linalg.norm(grad) < 1e-11:
            break
        step = -Q @ ((Q.T @ grad) / np.maximum(np.abs(w), 1e-6))
        step *= min(1.0, 0.3 / np.linalg.norm(step))
        for _ in range(30):
            trial = cas_point(rotate(C, step), one_body, U)[3][0]
            if trial <= energies[0] + 1e-12:
                break
            step *= 0.5
        C = rotate(C, step)
    assert np.linalg.norm(grad) < 1e-10, "minimum not converged"
    assert w[0] > 0, "stationary point is not a minimum"
    return C, H, g, energies, vectors


def second_difference(function, step=0.02):
    e = [function(k * step) for k in (-2, -1, 0, 1, 2)]
    return (-e[0] + 16*e[1] - 30*e[2] + 16*e[3] - e[4]) / (12 * step**2)


def fixed_ci_energy(H, psi, X):
    def energy(angle):
        moved = expm(angle * X) @ psi
        return moved @ H @ moved
    return energy


def count_iterations(C, one_body, U, e_min, weights, length):
    """Gradient steps until the energy error has fallen by a factor 1e4."""
    first = None
    for n in range(12000):
        C, H, g, energies, vectors = cas_point(C, one_body, U)
        excess = energies[0] - e_min
        if first is None:
            first = excess
        if excess < 1e-4 * first:
            return n
        C = rotate(C, -length * gradient(H, vectors[:, 0]) / weights)
    raise AssertionError("iteration limit reached")


HOP_A, HOP_B, HOP_LINK = 1.0, 1.5, 0.4
SITE = np.array([0.0, 0.2, 0.1, -0.1])
one_body = np.diag(SITE)
for x, hop in enumerate((HOP_A, HOP_LINK, HOP_B)):
    one_body[x, x + 1] = one_body[x + 1, x] = -hop
DIMER_ORBITALS = np.array([[0, 0, 1, 1], [1, 1, 0, 0],
                           [1, -1, 0, 0], [0, 0, 1, -1]]).T / np.sqrt(2)
SHIFT = 0.05
print(f"hoppings A, link, B: {HOP_A} {HOP_LINK} {HOP_B} (unit: hopping A)")
print("site energies:", *SITE, "(hopping A)")
print(f"test displacement: {SHIFT} rad; energies below in hopping A")

C = DIMER_ORBITALS.copy()
deficits, scaled_curvatures, plain_counts, metric_counts = [], [], [], []
for U in (2.0, 1.0, 0.5, 0.25):
    C, H, g, energies, vectors = find_minimum(C, one_body, U)
    psi, e0 = vectors[:, 0], energies[0]
    c0, c1 = psi[DET_T], psi[DET_U]
    n_t, n_u = psi @ EX[1, 1] @ psi, psi @ EX[2, 2] @ psi
    d = 2 - n_t
    assert c0 * c1 < 0
    assert abs(d - 2 * c1**2) < 1e-10 and abs(n_u - d) < 1e-10

    # Metric of the singly replaced functions against occupations
    V = (ROT @ psi).T
    expected = np.diag([2 - n_t, n_u, 2 - n_u, n_t, 2.0])
    assert np.allclose(V.T @ V, expected, atol=1e-9)

    # Fixed-CI curvature by finite differences against the formula
    fixed, relaxed = hessians(H, energies, vectors)
    curvature, omega, pair_term = [], [], []
    exchange = [(g[0, 2, 0, 2], g[0, 1, 0, 1]),
                (g[1, 3, 1, 3], g[2, 3, 2, 3])]
    for k, (metric, (K_far, K_near)) in enumerate(zip((d, n_u), exchange)):
        single = EX[PAIRS[k]] @ psi
        w_mean = (single @ H @ single) / (single @ single) - e0
        W = 2 * c1 * (c0 * K_far + c1 * K_near)
        numeric = second_difference(fixed_ci_energy(H, psi, ROT[k]))
        formula = 2 * metric * w_mean + 2 * W
        assert abs(numeric - formula) < 1e-4 * abs(formula) + 1e-8
        assert 0 <= numeric <= 2 * metric * (w_mean + K_near) + 1e-8
        curvature.append(numeric)
        omega.append(w_mean)
        pair_term.append(W)

    # Softest mode with the CI solved again at every angle
    modes, Q = np.linalg.eigh(relaxed)
    soft = Q[:, 0]
    numeric = second_difference(
        lambda x: cas_point(rotate(C, x * soft), one_body, U)[3][0])
    assert abs(numeric - modes[0]) < 1e-4 * modes[0] + 1e-8
    assert 0 < modes[0] <= min(curvature) + 1e-8

    # Displaced orbitals: small gradient although the orbitals are wrong
    start = rotate(C, SHIFT * soft)
    _, H2, _, en2, vec2 = cas_point(start, one_body, U)
    psi2 = vec2[:, 0]
    grad2 = gradient(H2, psi2)
    residual = np.linalg.norm(H2 @ psi2 - en2[0] * psi2)
    d2 = 2 - psi2 @ EX[1, 1] @ psi2
    nu2 = psi2 @ EX[2, 2] @ psi2
    assert abs(grad2[0]) <= 2 * residual * np.sqrt(d2) + 1e-12
    assert abs(grad2[1]) <= 2 * residual * np.sqrt(nu2) + 1e-12

    # Real iterations with uniform and with metric-scaled steps
    plain = count_iterations(start, one_body, U, e0,
                             np.ones(len(PAIRS)), 1 / modes[-1])
    predicted = np.log(1e4) / (-2 * np.log(1 - modes[0] / modes[-1]))
    assert abs(plain - predicted) < 0.15 * predicted + 2
    weights = np.diag(V.T @ V)
    scaled = relaxed / np.sqrt(np.outer(weights, weights))
    scaled_modes = np.linalg.eigvalsh(scaled)
    with_metric = count_iterations(start, one_body, U, e0,
                                   weights, 1 / scaled_modes[-1])
    deficits.append(d)
    scaled_curvatures.append([curvature[0] / d, curvature[1] / n_u])
    plain_counts.append(plain)
    metric_counts.append(with_metric)

    print(f"U = {U}: n_t = {n_t:.6f}, n_u = {n_u:.6f} electrons")
    print(f"  c0 = {c0 * np.sign(c0):.5f}, c1 = {c1 * np.sign(c0):.5f}")
    print(f"  omega: t-i {omega[0]:.4f}, a-u {omega[1]:.4f}")
    print(f"  pair term W: t-i {pair_term[0]:.3e}, a-u {pair_term[1]:.3e}")
    print(f"  curvature: t-i {curvature[0]:.5f}, a-u {curvature[1]:.5f}")
    print(f"  curvature/metric: t-i {curvature[0]/d:.3f}, "
          f"a-u {curvature[1]/n_u:.3f}")
    print(f"  relaxed modes: softest {modes[0]:.5f}, stiffest {modes[-1]:.3f}")
    print(f"  metric-scaled modes: {scaled_modes[0]:.3f} to "
          f"{scaled_modes[-1]:.3f}")
    print(f"  displaced: gradient {np.linalg.norm(grad2):.3e}, "
          f"energy error {en2[0] - e0:.3e}")
    print(f"  iterations: uniform {plain} (predicted {predicted:.1f}), "
          f"metric {with_metric}")

# Proportionality to the deficit, and what it does to the iteration count
for k in (0, 1):
    assert abs(scaled_curvatures[3][k] / scaled_curvatures[2][k] - 1) < 0.1
growth = plain_counts[3] / plain_counts[2]
inverse_deficit = deficits[2] / deficits[3]
assert abs(growth / inverse_deficit - 1) < 0.2
assert max(metric_counts) <= 30
print(f"U 0.5 to 0.25: deficit falls by {inverse_deficit:.3f}, "
      f"uniform count grows by {growth:.3f}")

# General identity and square-root bound for a CAS(2,3) state
C3 = rotate(DIMER_ORBITALS, [0.3, 0.2, 0.1, -0.2, 0.15])
H, g = hamiltonian(C3, one_body, 2.0)
energies, vectors = solve_ci(H, CAS23)
psi, e0 = vectors[:, 0], energies[0]
single = EX[1, 0] @ psi
deficit = 2 - psi @ EX[1, 1] @ psi
W = psi @ H @ EX[1, 0] @ single
formula = 2 * (single @ H @ single - e0 * deficit) + 2 * W
numeric = second_difference(fixed_ci_energy(H, psi, ROT[0]))
residual = np.linalg.norm(H @ psi - e0 * psi)
assert abs(single @ single - deficit) < 1e-10
assert abs(numeric - formula) < 1e-4 * abs(formula) + 1e-7
assert abs(W) <= residual * np.sqrt(2 * deficit) + 1e-12
print(f"CAS(2,3), U = 2: deficit {deficit:.5f} electrons")
print(f"  curvature: numeric {numeric:.6f}, formula {formula:.6f}")
print(f"  |W| = {abs(W):.5f}, bound {residual*np.sqrt(2*deficit):.5f}")

# Wrong correlating orbital: curvature follows the square root of n_u
separate = np.zeros((N_ORB, N_ORB))
separate[0, 1] = separate[1, 0] = -HOP_A
separate[2, 3] = separate[3, 2] = -HOP_B
wrong = []
for angle in (0.1, 0.05):
    Cw = DIMER_ORBITALS.copy()
    anti_a, anti_b = DIMER_ORBITALS[:, 2], DIMER_ORBITALS[:, 3]
    Cw[:, 2] = np.sin(angle) * anti_a + np.cos(angle) * anti_b
    Cw[:, 3] = np.cos(angle) * anti_a - np.sin(angle) * anti_b
    Cw, H, g, energies, vectors = cas_point(Cw, separate, 1.0)
    psi = vectors[:, 0]
    n_u = psi @ EX[2, 2] @ psi
    value = second_difference(fixed_ci_energy(H, psi, ROT[1]))
    wrong.append((n_u, value))
    print(f"wrong u, U = 1, admixture {angle} rad: n_u {n_u:.3e}, "
          f"curvature {value:.3e}")
ratio_n = wrong[0][0] / wrong[1][0]
ratio_c = wrong[0][1] / wrong[1][1]
assert wrong[0][1] < 0 and wrong[1][1] < 0
assert abs(ratio_c / np.sqrt(ratio_n) - 1) < 0.05
print(f"  n_u ratio {ratio_n:.3f}, curvature ratio {ratio_c:.3f}")
print("tests ok")
```

Output:

```
hoppings A, link, B: 1.0 0.4 1.5 (unit: hopping A)
site energies: 0.0 0.2 0.1 -0.1 (hopping A)
test displacement: 0.05 rad; energies below in hopping A
U = 2.0: n_t = 1.897577, n_u = 0.102423 electrons
  c0 = 0.97406, c1 = -0.22630
  omega: t-i 4.8696, a-u 4.6936
  pair term W: t-i -4.788e-03, a-u -4.872e-03
  curvature: t-i 0.98795, a-u 0.95172
  curvature/metric: t-i 9.646, a-u 9.292
  relaxed modes: softest 0.92771, stiffest 20.174
  metric-scaled modes: 5.337 to 10.130
  displaced: gradient 4.605e-02, energy error 1.155e-03
  iterations: uniform 98 (predicted 97.8), metric 3
U = 1.0: n_t = 1.971375, n_u = 0.028625 electrons
  c0 = 0.99282, c1 = -0.11964
  omega: t-i 4.6957, a-u 4.5207
  pair term W: t-i -1.684e-03, a-u -1.651e-03
  curvature: t-i 0.26546, a-u 0.25551
  curvature/metric: t-i 9.274, a-u 8.926
  relaxed modes: softest 0.24900, stiffest 16.302
  metric-scaled modes: 4.977 to 9.440
  displaced: gradient 1.234e-02, energy error 3.097e-04
  iterations: uniform 300 (predicted 299.2), metric 2
U = 0.5: n_t = 1.992649, n_u = 0.007351 electrons
  c0 = 0.99816, c1 = -0.06063
  omega: t-i 4.6497, a-u 4.4743
  pair term W: t-i -4.775e-04, a-u -4.576e-04
  curvature: t-i 0.06741, a-u 0.06487
  curvature/metric: t-i 9.169, a-u 8.824
  relaxed modes: softest 0.06327, stiffest 14.428
  metric-scaled modes: 4.857 to 9.324
  displaced: gradient 3.135e-03, energy error 7.868e-05
  iterations: uniform 1050 (predicted 1047.9), metric 2
U = 0.25: n_t = 1.998153, n_u = 0.001847 electrons
  c0 = 0.99954, c1 = -0.03039
  omega: t-i 4.6380, a-u 4.4620
  pair term W: t-i -1.254e-04, a-u -1.187e-04
  curvature: t-i 0.01688, a-u 0.01624
  curvature/metric: t-i 9.140, a-u 8.796
  relaxed modes: softest 0.01585, stiffest 13.532
  metric-scaled modes: 4.806 to 9.288
  displaced: gradient 7.855e-04, energy error 1.971e-05
  iterations: uniform 3937 (predicted 3928.7), metric 2
U 0.5 to 0.25: deficit falls by 3.981, uniform count grows by 3.750
CAS(2,3), U = 2: deficit 0.28714 electrons
  curvature: numeric 2.616638, formula 2.616638
  |W| = 0.11576, bound 1.09605
wrong u, U = 1, admixture 0.1 rad: n_u 1.393e-06, curvature -1.640e-03
wrong u, U = 1, admixture 0.05 rad: n_u 8.688e-08, curvature -4.150e-04
  n_u ratio 16.039, curvature ratio 3.952
tests ok
```
